# Why Filament Set Is Abrupt and Reset Gradual in a Voltage Ramp

A model filament switches between 0.2 and 1.0 mS while the voltage magnitude across it rises at 1 V/s. In the set direction, the central 80% of the change in $\ln G$ is completed within 9.3 mV, close to 0.86 V. In the reset direction, the same interval of $\ln G$ takes 343 mV, from 0.47 to 0.81 V. Both directions use the same barrier, the same attempt rate and the same heat path. The difference must therefore come from the way these ingredients act on one another.

## One equation for both directions

Let the filament be interrupted by a gap $g$, with many parallel conducting channels across it, so that

$$G=G_c\,e^{-g/\ell},\qquad u=\ln G,\qquad \frac{du}{dt}=-\frac1\ell\frac{dg}{dt}.$$

Here $\ell$ is the decay length, and the logarithm is taken of $G$ in a fixed unit. The window from 0.2 to 1.0 mS corresponds to a gap change of $\ln5=1.609$ decay lengths. Full contact lies outside the model. For tunnelling, $\ell=\hbar/(2\sqrt{2m\phi})$ is about 0.1 nm for a 1 eV barrier and the free-electron mass, and about 0.2 nm for a fifth of that mass. The whole window is then only 0.16 to 0.35 nm, comparable to a single ionic hop. A continuous $g$ must therefore be read as an effective gap averaged over many channels, not as the position of one ion.

The gap moves by thermally activated ionic hops of length $a$ over a barrier $E$. Positive voltage favours closing hops. If the device voltage is $V_d$, it lowers the closing barrier by $e\gamma V_d$ and raises the opening barrier by the same amount, where $e>0$ is the elementary charge. Subtracting opening hops from closing hops, and absorbing $a/\ell$ into the attempt rate $\nu$, gives

$$\frac{du}{dt}=F(u,V)=\nu\left[e^{-(E-e\gamma V_d)/kT}-e^{-(E+e\gamma V_d)/kT}\right].$$

With $s=\mathrm{sgn}\,V$ this is

$$F=sR,\qquad R=2\nu e^{-E/kT}\sinh z,\qquad z=\frac{e\gamma|V_d|}{kT}.$$

The example takes $E=1.2$ eV, $\nu=10^{13}\ \mathrm{s^{-1}}$ and $\gamma=0.1$, all round model values. Volts, siemens and kelvins are the natural units here.

The conductance enters $F$ through the circuit and through the temperature. With a series resistance $R_s$, voltage division gives

$$V_d=\frac{V}{1+R_sG}.$$

The power $V_d^2G$ heats one lumped hot spot, whose temperature is assumed to follow the power without delay:

$$T=T_0+\theta,\qquad \theta=\frac{V_d^2G}{K_0+K_1G}.$$

The constant $K_0$ describes a heat path that does not depend on $G$, and $K_1G$ is a model term for heat loss that grows in proportion to $G$.

The second term provides a useful limiting case later on. A simple system in which heat loss is proportional to $G$ is a metallic wire whose thickness varies. Consider a uniform wire of length $D$ and electrical conductivity $\sigma$, with both ends at $T_0$ and no sideways leak. The Wiedemann–Franz law gives its thermal conductivity as $L\sigma T$, with $L=\pi^2k^2/3e^2$. Steady heat flow requires

$$\frac{d}{dy}\left(L\sigma T\frac{dT}{dy}\right)+\sigma\frac{V^2}{D^2}=0
\quad\Rightarrow\quad
\frac{d^2(T^2)}{dy^2}=-\frac{2V^2}{LD^2}.$$

Integrating twice with the two end conditions gives $T^2=T_0^2+V^2y(D-y)/(LD^2)$. The peak, at $y=D/2$, obeys

$$T_p^2=T_0^2+\frac{V^2}{4L}.$$

The cross-section has dropped out: a thicker wire produces more heat and removes proportionally more. Equating the power $V^2G$ to $K_1G(T_p-T_0)$ gives $K_1=4L(T_p+T_0)$. At 0.1 V the peak is 439 K and $K_1=7.2\times10^{-5}\ \mathrm{V^2/K}$. The example uses a constant of similar size, $K_1=10^{-4}\ \mathrm{V^2/K}$, together with $K_0=1\ \mathrm{\mu W/K}$ and $T_0=300$ K. For a filament with a gap, the proportionality to $G$ is an assumption, because the metal on either side can carry heat away even when the gap conducts poorly. With these constants, $K_1G$ supplies only 2 to 9% of the total heat conductance in the window.

## The sign of the feedback

Reversing $V$ reverses $V_d$ but leaves the power and $T$ unchanged. The two hop terms then exchange places, so $F(u,-V)=-F(u,V)$. Differentiating with respect to $u$,

$$\left.\frac{\partial F}{\partial u}\right|_{-V}=-\left.\frac{\partial F}{\partial u}\right|_{V}.$$

At equal conductance and equal voltage magnitude, set and reset have opposite feedback. Which of them is self-amplifying depends on the sign of

$$A=\frac{\partial\ln R}{\partial u},\qquad \frac{\partial F}{\partial u}=sAR.$$

To find $A$, define $\rho=R_sG$, $\kappa=K_1G/(K_0+K_1G)$ and $c=z\coth z$. Since $dG/du=G$,

$$\frac{\partial\ln|V_d|}{\partial u}=-\frac{\rho}{1+\rho},$$

$$\frac{\partial\ln\theta}{\partial u}=-\frac{2\rho}{1+\rho}+1-\kappa=\frac{1-\rho}{1+\rho}-\kappa.$$

The rate depends on temperature and device voltage through $\ln R=\ln2\nu-E/kT+\ln\sinh z$. At fixed $V_d$, $\partial z/\partial T=-z/T$, so

$$S\equiv\left.\frac{\partial\ln R}{\partial T}\right|_{V_d}=\frac1T\left(\frac{E}{kT}-c\right).$$

At fixed $T$, $\partial\ln R/\partial\ln|V_d|=z\coth z=c$. The chain rule then gives

$$A=S\theta\left(\frac{1-\rho}{1+\rho}-\kappa\right)-\frac{c\rho}{1+\rho}.$$

The quantity $S$ is positive as long as the voltage leaves most of the barrier standing, which is the regime of activated hopping considered here. For a negligible load, $\rho\to0$, the result is

$$A=S\theta(1-\kappa)>0\qquad(K_0>0).$$

Under fixed voltage, a rise in conductance raises the power and hence the hop rate. In set the hops raise the conductance further, so the process accelerates itself. In reset they lower it, so the process weakens its own heating. At 0.8 V and the middle conductance, $G_m=0.447$ mS, $\partial F/\partial u$ is $+1.45\times10^4\ \mathrm{s^{-1}}$ for set and $-1.45\times10^4\ \mathrm{s^{-1}}$ for reset.

The model keeps $\gamma$ fixed. If the field coupling instead strengthened as the gap closed, $\ln R$ would acquire a further dependence on $u$ through $z$, adding $c\,d\ln\gamma/du>0$ to $A$. The sign found above would be reinforced.

## What a constant voltage shows

It is tempting to conclude that reset is slow. The symmetry of $F$ shows otherwise. Suppose $u(t)$ is a set trajectory at $+V$ lasting a time $t_f$, and define $w(t)=u(t_f-t)$. Then

$$\frac{dw}{dt}=-F(w,V)=F(w,-V).$$

The reversed set trajectory is a reset trajectory. At 0.8 V, both directions need 0.204 s to cross the window. Set spends nearly all of this time in its first half, measured in $\ln G$, and crosses the second half in 69 μs. Reset crosses its first half in 69 μs and spends the rest of the time in a long tail.

The short time follows from the feedback rate. Let $R_m$ be the rate at the middle, and let $x$ be the distance in $\ln G$ from there. For constant $A$, set obeys $dx/dt=R_me^{Ax}$, hence

$$t=\frac{1-e^{-Ax}}{AR_m}\approx\frac1{AR_m}=\frac1{1.45\times10^4\ \mathrm{s^{-1}}}=69\ \mathrm{\mu s}.$$

The exponential can be dropped because $x=0.80$ and $A$ is near 10.

The sign of the feedback decides what happens to small differences. A small displacement obeys $d\,\delta u/dt=(\partial F/\partial u)\,\delta u$. Along the trajectory at constant voltage, $dF/dt=(\partial F/\partial u)F$. The two quantities grow by the same factor, so

$$\frac{\delta u(t)}{\delta u(0)}=\frac{F(u(t))}{F(u(0))}.$$

After 0.123 s of set at 0.8 V, starting from 0.2 mS, a small difference has grown by a factor of 2.43. Reset over the same path shrinks it to 0.412 of its initial size, the reciprocal factor. "Gradual" is therefore a statement about control, and it becomes visible when the voltage is raised progressively.

## The ramp

Let $|V|=\beta t$ and measure progress per relative change of voltage:

$$r=\left|\frac{du}{d\ln|V|}\right|=\frac{R|V|}{\beta}.$$

The second form follows from $dt=d|V|/\beta$. Define also

$$B=\frac{\partial\ln R}{\partial\ln|V|}=2S\theta+c,$$

where the 2 appears because heating is quadratic in voltage. Taking the logarithm of $r$ and differentiating along the trajectory, with $du/d\ln|V|=sr$, gives

$$\frac{d\ln r}{d\ln|V|}=1+B+A\frac{du}{d\ln|V|}=C+sAr,\qquad C=1+B.$$

This equation holds for varying $A$ and $C$, and it shows the two behaviours side by side. The rising voltage contributes $C$ in both directions. For $A>0$, the feedback term adds to it in set, and $r$ runs away. In reset the feedback opposes it, and $r$ settles near

$$r=\frac CA.$$

If $A$ and $C$ vary slowly, a small deviation from this value decays as $|V|^{-C}$. With $C$ near 23, the deviation falls by a factor $e$ for each 4.4% rise in voltage, so the memory of how reset began fades early in the conductance transition.

The balance can be checked at the middle of the reset ramp, where $|V|=0.617$ V. The heating is

$$\theta=\frac{(0.617\ \mathrm V)^2(0.447\ \mathrm{mS})}{1.045\ \mathrm{\mu W/K}}=163\ \mathrm K,$$

so $T=463$ K. Then $E/kT=30.08$, $z=1.55$ and $c=1.69$, which give $S\theta=(30.08-1.69)\times162.9/462.9=9.99$, with one more digit kept in the temperatures. With $\kappa=0.043$,

$$A=9.99(1-0.043)=9.56,\qquad C=1+2(9.99)+1.69=22.7.$$

Their ratio is 2.37, and the integrated trajectory also has $r=2.37$. At this point a 1% increase in voltage lowers the conductance by about 2.3%.

The size of this slope has a simple origin. For $\rho=0$,

$$\frac CA=\frac{2}{1-\kappa}+\frac{1+c}{S\theta(1-\kappa)}=2.09+0.28.$$

The first part is the slope that would hold $\theta$ constant: as the voltage rises, the gap opens just enough to keep the heating fixed. The second part arises because a higher voltage also helps the hops directly and, since $dt=(|V|/\beta)\,d\ln|V|$, leaves more time per relative voltage step. The hot spot may therefore cool slightly. Between the 10% and 90% points of reset, the temperature falls from 471 to 450 K, although the voltage rises by a factor of 1.73. Over the same interval of $\ln G$ in set, the temperature climbs from 468 to 886 K at almost constant voltage.

## The width of each transition

The contrast can be put into one formula if $A$ and $C$ are treated as constants. Let $x=|u-u_{\rm start}|$ and $\tau=\ln|V|$. Since $dx/d\tau=r$, the ramp equation integrates to $\ln r=\ln r_0+C\tau+sAx$, where $r_0$ is a constant. Therefore

$$e^{-sAx}dx=r_0e^{C\tau}d\tau.$$

The ramp begins at a voltage so low that $x$ is negligible, and the lower limit can be placed at $\tau\to-\infty$:

$$\frac{1-e^{-sAx}}{sA}=\frac{r_0}{C}e^{C\tau}.$$

Solving for $\tau$ at two values of $x$ and subtracting removes $r_0$:

$$W_s=\ln\frac{|V_2|}{|V_1|}=\frac1C\ln\frac{1-e^{-sAx_2}}{1-e^{-sAx_1}}.$$

For reset, $s=-1$, use $e^{Ax}-1=e^{Ax}(1-e^{-Ax})$ in numerator and denominator. The result is

$$W_{\rm reset}=W_{\rm set}+\frac AC(x_2-x_1).$$

The added term is the distance travelled divided by the tracking slope $C/A$. The set width, in contrast, stays finite even for $x_2\to\infty$: within this approximation the whole jump fits under a finite voltage.

The 10% and 90% points are $x_1=0.161$ and $x_2=1.448$. For set, the gains at the 10% point are $A=9.67$ and $C=23.0$. The numerator in the logarithm is practically 1, so

$$W_{\rm set}\approx-\frac{\ln(1-e^{-1.56})}{23.0}=0.0103.$$

For reset, the gains at the middle give 0.554. Integrating the full equation, in which both gains vary, gives 0.0108 and 0.551. The reset transition is 51 times wider on the logarithmic voltage scale.

The same solution shows what happens to a small difference in the starting state. For constant gains, $r_0\propto e^{Au_{\rm start}}$. Late in reset, $e^{Ax}\gg1$, and the solution becomes

$$x\approx u_{\rm start}+\frac CA\ln|V|+\text{constant}.$$

Since $u=u_{\rm start}-x$, the starting state cancels, and at a given ramp rate the voltage determines the conductance. A faster ramp leaves a higher conductance at the same voltage, and if the voltage is held, the conductance continues to fall at a decreasing rate. In set, the runaway voltage $V_*$ is reached when $r_0e^{C\tau}=C/A$. Its shift is $\delta\ln V_*=-(A/C)\,\delta u_{\rm start}$, so a 1% higher starting conductance lowers the set voltage by about 0.4%.

## Removing the feedback

Feedback can be removed without removing the heating. Set $K_0=0$ and replace $K_1$ by $K_1+K_0/G_m=2.34\times10^{-3}\ \mathrm{V^2/K}$. With no load, the temperature at the middle conductance is unchanged for each voltage, but now

$$\theta=\frac{V^2}{K_1+K_0/G_m}$$

at every conductance. This is the limit in which all heat leaves in proportion to $G$. It shares this proportionality with the metallic wire but not the size: the constant is about 30 times the wire value found above, and at 0.6 V the wire formula gives about 1940 K against 454 K here. The control is a comparison case, not a model of a metal filament. Then $\kappa=1$ and $A=0$. Expanding the exponentials in the width formula for small $A$ gives

$$W_s=\frac1C\ln\frac{x_2}{x_1}=\frac{\ln9}{23.5}=0.093$$

for both directions. Integration gives 0.096 for each. Compared with this control, feedback narrows set by a factor of 8.9 and widens reset by a factor of 5.7. In this model, with $\gamma$ fixed and no load, Joule heating alone does not produce the asymmetry; the dependence of the temperature rise on conductance does. A field coupling that grew as the gap closed would leave $A=c\,d\ln\gamma/du>0$ even in the control, and with it some asymmetry.

## When the roles exchange

The condition $A>0$ belongs to a device under voltage control. A series resistance changes it. For $\rho\ge1$, the bracket multiplying $S\theta$ is negative or zero, and the last term in $A$ is negative, so $A<0$. Physically, once the device resistance is below the load resistance, opening the gap moves the device towards the matched condition and increases its power. It also gives the device a larger share of the voltage.

With $R_s=5\ \mathrm{k\Omega}$, $\rho$ runs from 1 at 0.2 mS to 5 at 1.0 mS, so $A$ is negative throughout the window. Now reset is self-amplifying and set is self-limiting. The 10–90% logarithmic width of reset is 0.015, from 2.42 to 2.46 V applied, whereas that of set is 0.30, from 1.72 to 2.33 V. At the 10% point of reset, $A=-8.2$. The device voltage there is $2.42/(1+4.26)=0.46$ V, close to the 0.47 V at the same point without a load. Reset begins under similar conditions inside the device, but continues in the opposite manner.

For an ideal current source, $R_s\to\infty$ at fixed current, the expression becomes

$$A=-S\theta(1+\kappa)-c<0.$$

The exchange of roles is then complete at every conductance in this regime. With a finite load, it depends on conductance: at 0.05 mS and 2 V, the 5 kΩ circuit has $\rho=0.25$ and $A=+4.1$. A set started from such a state would first accelerate, and would lose this feedback before the matched condition is reached: at 2 V, $A$ passes through zero at $\rho\approx0.77$, near 0.15 mS, because the falling device voltage already weakens the hops directly. A load can thus end a set runaway, but the same load can make the following reset abrupt.

The temperature was assumed to follow the power at once. For a model heat capacity of $10^{-15}$ J/K, the thermal time at 1.0 mS is 0.91 ns. The unloaded set ramp reaches a rate of $1.6\times10^7\ \mathrm{s^{-1}}$ at the end of the window, and the product is 0.015. This is the change of $u$ during one thermal time, so $\theta$ lags by about 1%. The change of $\ln R$ is $A\approx8$ times that of $u$, so the lag lowers the hop rate by about a tenth at this point. The voltage is almost constant there, so the width of set is hardly affected, but a faster runaway would need a separate equation for $T$. The model also leaves out random hops, which would spread individual switching events, the spatial shape of the hot spot, and any voltage dependence of $G$ at a fixed gap. Within these limits, the sign of $A$ decides which direction amplifies itself, and its size decides how strong the contrast is. Where heating grows with conductance strongly enough that $A$ times the change in $\ln G$ is well above 1, a voltage ramp triggers set but steers reset. When this product is positive but well below 1, the two transitions have similar widths. The numerical output below gives the values for the unloaded filament, the control without feedback and the filament with a series resistance.

## Calculated quantities

```
Model: E=1.2 eV, nu=1e+13 1/s, gamma=0.1
Heat: T0=300 K, K0=1e-06 W/K, K1=1e-04 V^2/K
Window: 0.2 to 1.0 mS; ramp 1.0 V/s
Gap change over window, in decay lengths: 1.6094
Middle conductance: 0.44721 mS
Wire test: voltage: 0.1 V
Wire test: peak temperature: 438.56 K
Wire test: electronic K1: 7.2172e-05 V^2/K
Held voltage magnitude: 0.8 V
dF/du at middle, set: 14470 1/s
dF/du at middle, reset: -14470 1/s
Held set: time to middle: 0.20443 s
Held set: total time: 0.20449 s
Held set: time from middle to end: 6.9483e-05 s
Held reset: time to middle: 6.9483e-05 s
Held reset: total time: 0.20449 s
Separation test: duration: 0.1227 s
Separation factor, set: 2.4265
Separation factor, reset: 0.41212
Set ramp 10%: G=0.2349 mS, |V|=0.85471 V, T=467.7 K
Set ramp 50%: G=0.4472 mS, |V|=0.86400 V, T=619.6 K
Set ramp 90%: G=0.8513 mS, |V|=0.86401 V, T=885.7 K
Reset ramp 10%: G=0.8513 mS, |V|=0.46651 V, T=470.7 K
Reset ramp 50%: G=0.4472 mS, |V|=0.61681 V, T=462.9 K
Reset ramp 90%: G=0.2349 mS, |V|=0.80917 V, T=450.3 K
Set 10-90% voltage interval: 9.2971 mV
Reset 10-90% voltage interval: 342.66 mV
Set at 10%: A=9.666, C=22.969
Reset at 50%: A=9.562, C=22.673
Reset at 50%: r=2.3746, C/A=2.3711
Set width: 0.01082, formula 0.01032
Reset width: 0.55073, formula 0.55367
Reset width / set width: 50.906
Control widths: set 0.09614, reset 0.09614
Control: C=23.522, formula width 0.09341
Control K1 (with K0=0): 0.0023361 V^2/K
Load resistance: 5000 ohm
Loaded widths: set 0.30340, reset 0.01478
Loaded set 10%, 90%: 1.7167, 2.3251 V
Loaded reset 10%, 90%: 2.4194, 2.4554 V
Loaded A at 10% of reset: -8.2197
Loaded A at 0.05 mS and 2 V: 4.1383
Heat capacity: 1e-15 J/K
Thermal time: 0.90909 ns
Fastest rate in set ramp: 1.6046e+07 1/s
Fastest rate times thermal time: 0.014587
```
